# Equipartition error in the summed acoustic-phonon emission and absorption factors

## Question

I am working through acoustic-phonon scattering of electrons in semiconductors. The absorption rate carries a factor $N$ and the emission rate a factor $N+1$, where $N$ is the thermal occupation of the phonon mode. My notes then use equipartition, replacing both factors by $k_BT/\hbar\omega$.

An exercise asks me to show that this underestimates the sum of the two factors by about 7.6 percent when $\hbar\omega=k_BT$. I am stuck on three points:

1. At $\hbar\omega=k_BT$ the replacement seems terrible for each factor separately. How can the sum be off by so little?
2. Is the 7.6 percent relative to the true sum or to the approximate one?
3. Emission and absorption leave the electron at different energies. Why may I simply add their factors, and is the scattering rate itself wrong by 7.6 percent?

A realistic example would help.

## Answer

### Where the two factors come from

Take one phonon mode of angular frequency $\omega$, in equilibrium at the lattice temperature $T$, and define

$$x=\frac{\hbar\omega}{k_BT}.$$

The lattice displacement is linear in the ladder operators $a$ and $a^\dagger$. They act on a state with $n$ phonons as

$$a|n\rangle=\sqrt n\,|n-1\rangle,\qquad a^\dagger|n\rangle=\sqrt{n+1}\,|n+1\rangle .$$

Transition rates contain squared matrix elements, so absorption carries $n$ and emission $n+1$. These must be averaged with the Boltzmann weights $e^{-nx}$. The normalizing sum is geometric:

$$Z=\sum_{n=0}^{\infty}e^{-nx}=\frac{1}{1-e^{-x}} .$$

Differentiating $Z$ with respect to $x$ brings down a factor $-n$, so

$$N=\langle n\rangle=-\frac{d\ln Z}{dx}=\frac{d}{dx}\ln(1-e^{-x})=\frac{e^{-x}}{1-e^{-x}}=\frac{1}{e^x-1}.$$

The averaged factors are therefore $N$ for absorption and $N+1$ for emission.

### The sum and its error

Add the factors over a common denominator:

$$S=N+(N+1)=\frac{2}{e^x-1}+1=\frac{e^x+1}{e^x-1}.$$

Multiplying numerator and denominator by $e^{-x/2}$ gives

$$S=\frac{e^{x/2}+e^{-x/2}}{e^{x/2}-e^{-x/2}}=\coth\frac x2 .$$

Equipartition replaces each factor by $1/x$, so its sum is $S_{\rm eq}=2/x$. The fraction of the true sum that is lost is

$$u(x)=\frac{S-S_{\rm eq}}{S}=1-\frac2x\tanh\frac x2 .$$

This is positive for every $x>0$: $\tanh y$ and $y$ both start at zero, and the slope of $\tanh y$ is $1-\tanh^2y<1$ for $y>0$, so $\tanh y<y$. Equipartition always underestimates the sum.

Now set $x=1$. Here $\tanh(1/2)=(e-1)/(e+1)$, and

$$u(1)=1-\frac{2(e-1)}{e+1}=\frac{e+1-2e+2}{e+1}=\frac{3-e}{e+1}\approx0.0758 .$$

In numbers, the true sum is 2.164 and the equipartition sum is 2. The missing 0.164 is 7.6 percent of the true sum, which answers your second point. Measured against the approximate value, the same difference is 8.2 percent.

### Why two bad approximations give a fair sum

At $x=1$ the true factors are $N=0.582$ and $N+1=1.582$, while equipartition gives 1 for both. Relative to the true values, absorption is 72 percent too large and emission 37 percent too small. Your suspicion about the separate factors is right.

The small-$x$ expansion shows what happens in the sum. Start from

$$N=\frac{1}{x+x^2/2+x^3/6+\dots}=\frac1x\,\frac{1}{1+x/2+x^2/6+\dots}.$$

With $1/(1+z)=1-z+z^2-\dots$ and $z=x/2+x^2/6+\dots$, the coefficient of $x^2$ in the second fraction is $-1/6+1/4=1/12$. Hence

$$N=\frac1x-\frac12+\frac{x}{12}-\dots,\qquad
N+1=\frac1x+\frac12+\frac{x}{12}-\dots$$

The first corrections are $-1/2$ and $+1/2$, and they cancel in the sum. What survives is $x/6$, one order higher.

For the relative error, put $y=x/2$ and use $\tanh y=y-y^3/3+2y^5/15-\dots$:

$$u=1-\frac{\tanh y}{y}=\frac{y^2}{3}-\frac{2y^4}{15}+\dots=\frac{x^2}{12}-\frac{x^4}{120}+\dots$$

At $x=1$ these two terms give $0.0833-0.0083=0.0750$, close to the full result.

The first term is also an upper bound. Since $\tanh y<y$, the slope $1-\tanh^2y$ exceeds $1-y^2$; integrating from zero gives $\tanh y>y-y^3/3$, and so $u<x^2/12$. An error below 1 percent is therefore guaranteed if $x<\sqrt{0.12}\approx0.346$.

In the opposite limit, $x\gg1$, $\tanh(x/2)$ tends to 1 and $u\to1-2/x$. The true sum tends to 1, because an electron with enough energy can still emit into an empty mode. Equipartition lets the sum vanish in proportion to $T$ and misses this spontaneous emission.

### Why the factors may be added

Consider an electron of wavenumber $k$ in a parabolic, isotropic, three-dimensional band of mass $m$. Let the phonon have wavenumber $q$ and $\omega=vq$, with $v$ the speed of sound. Let $c$ be the cosine of the angle between the two wavevectors. The final minus the initial total energy is

$$\Delta_{\rm em}=\frac{\hbar^2q^2}{2m}-\frac{\hbar^2kq}{m}c+\hbar\omega,\qquad
\Delta_{\rm abs}=\frac{\hbar^2q^2}{2m}+\frac{\hbar^2kq}{m}c-\hbar\omega .$$

The golden rule contains $\delta(\Delta)$, integrated over all directions of the phonon. Both expressions are linear in $c$, with slopes of equal magnitude $\hbar^2kq/m$. If the zero lies between $-1$ and $1$, then for both processes

$$\int_{-1}^{1}\delta(\Delta)\,dc=\frac{m}{\hbar^2kq}.$$

The phonon energy shifts the angle at which energy is conserved, but not this weight. At fixed $q$ the two factors are added with equal weight, without assuming elastic scattering.

The zeros are

$$c_{\rm em}=\frac{q}{2k}+\frac{mv}{\hbar k},\qquad c_{\rm abs}=-\frac{q}{2k}+\frac{mv}{\hbar k}.$$

For an electron faster than sound, the conditions $c_{\rm em}\le1$ and $c_{\rm abs}\ge-1$ set the limits

$$q\le2\left(k-\frac{mv}{\hbar}\right)\ \text{(emission)},\qquad q\le2\left(k+\frac{mv}{\hbar}\right)\ \text{(absorption)}.$$

So the scattering rate from phonons of one wavenumber is underestimated by $u(x)$, provided both processes are allowed and the final states are empty. The whole rate is an integral over $q$ and has a different error, found below.

### Example: a silicon channel at 50 K

Consider an n-channel silicon transistor on the 50 K stage of a cryocooler, and an electron that the channel field has warmed to a kinetic energy of 50 meV. Rough values for silicon are $v=9.0$ nm/ps and effective masses of $0.19\,m_0$ (two light axes) and $0.92\,m_0$ (one heavy axis), where $m_0$ is the free-electron mass. The isotropic mass with the same density of states per valley is

$$m=(0.19^2\times0.92)^{1/3}m_0=0.321\,m_0 .$$

Choose the phonon with $\hbar\omega=k_BT=4.31$ meV. With $\hbar=0.6582$ meV ps,

$$q=\frac{\hbar\omega}{\hbar v}=\frac{4.309}{0.6582\times9.0}\ \text{nm}^{-1}=0.727\ \text{nm}^{-1}.$$

The electron has $k=\sqrt{2mE}/\hbar=0.649$ nm$^{-1}$. The limits are 1.249 nm$^{-1}$ for emission and 1.349 nm$^{-1}$ for absorption, so both processes are allowed. In this isotropic model the rate for this phonon wavenumber is underestimated by 7.6 percent.

**The whole acoustic rate in the isotropic model.** For isotropic deformation-potential coupling the squared matrix element is proportional to $q$. The volume element supplies $q^2$ and the angular integral $1/q$, which leaves a weight $q^2\,dq$, or $x^2\,dx$. Since $x=q/(0.727\ \text{nm}^{-1})$, emission ends at $x=1.718$ and absorption at $x=1.856$.

Below the emission limit both processes act. There $x^2\coth(x/2)=2x+x^3/6-x^5/360+\dots$, and equipartition keeps $2x$. With $X=1.718$ it gives $X^2=2.952$ and misses

$$\frac{X^4}{24}-\frac{X^6}{2160}\approx0.351 .$$

Between the two limits there is absorption alone, which equipartition overestimates. At the middle of this interval, $x=1.787$ and $N=0.201$. The width is 0.138, so the true contribution is about $0.138\,x^2N=0.089$ and the excess about $0.138\,(x-x^2N)=0.158$. The net relative error is

$$\frac{0.351-0.158}{2.952+0.351+0.089}\approx0.057 .$$

Numerical integration also gives 5.7 percent. If one uses equipartition and also neglects the phonon energy in the limits, so that both processes end at $q=2k$, the result is 5.9 percent below the true rate. The whole-rate error is thus smaller than 7.6 percent here, although phonons up to $x=1.86$ take part, because the absorption-only interval offsets part of the loss.

These figures belong to the isotropic mass. With the separate light and heavy masses of a silicon valley, the same coupling and an average over the 50 meV energy surface with every electron state counted equally (weighting the directions of the wavevector uniformly would give 5.8 percent instead), phonons up to $x\approx3.2$ take part and the whole-rate error is about 7.3 percent. For a single electron it depends on the direction of motion: about 4.5 percent along a light axis and about 12 percent along the heavy one. Both results use the single sound speed of 9.0 nm/ps; slower transverse phonons have a smaller $x$ at the same $q$, and hence a smaller error (2 to 3 percent at 5.4 nm/ps). The coupling in a real valley also depends on the angle between the phonon and the valley axis. With such a coupling and both branches included, the state-averaged error ranges from about 4 to 8 percent, depending on the deformation potentials chosen.

### What a real channel changes

The 4.31 meV phonon is kept below, except where dispersion is considered.

**Confinement** makes the weights of the two processes unequal. In a two-dimensional channel one integrates over an angle $\phi$ in the plane, not over its cosine. Since $d(\cos\phi)=-\sin\phi\,d\phi$, each process gains a weight $1/|\sin\phi|$, and the two angles differ. Take a phonon travelling in the plane and an in-plane mass of $0.19\,m_0$. Then $k=0.499$ nm$^{-1}$, and the cosines have magnitudes $0.728\pm0.030$, the upper sign being for emission. The emission weight is 1.097 times the absorption weight, so

$$u=1-\frac{1.097+1}{1.097\times1.582+0.582}\approx0.095 .$$

The error rises from 7.6 to 9.5 percent for this phonon direction. A full channel rate would also need phonons with a wavevector component across the channel.

**Anisotropic mass** makes the weights of the two processes depend on the electron's direction. At the chosen phonon wavenumber the bulk error is about 9 percent for an electron moving along a light axis and about 7 percent along the heavy one. Anisotropy could also forbid emission. For a phonon emitted along a principal axis of mass $m_i$, energy conservation requires the electron's wavevector component along that axis to be $q/2+m_iv/\hbar$, hence a kinetic energy of at least

$$E_{\min}=\frac{(\hbar q/2+m_iv)^2}{2m_i}.$$

This is 28.7 meV for the light axis and 7.8 meV for the heavy one. Both lie below 50 meV, so a suitably directed electron can still emit along either.

**Occupied final states** multiply each factor by $1-f$, where $f$ is the Fermi function at the final energy. For a chosen Fermi energy 10 meV above the band edge and an electron temperature of 100 K, the true sum falls by 1.3 percent and the equipartition error becomes 7.4 percent.

**Phonon dispersion** lowers the energy at the same $q$. A sine law with its zone edge at $2\pi/a$, where $a=0.54$ nm is the rough lattice constant, gives 4.30 meV and an error of 7.55 percent, against 7.58 percent without dispersion.

**Lattice temperature** matters more. For the same phonon energy:

| $T$ (K) | $x$ | Underestimate (% of true sum) |
|---:|---:|---:|
| 4.2 | 11.9 | 83 |
| 20 | 2.50 | 32 |
| 50 | 1.00 | 7.6 |
| 60 | 0.83 | 5.4 |
| 77 | 0.65 | 3.4 |
| 300 | 0.17 | 0.2 |

Self-heating of the lattice by 10 K, from 50 to 60 K, therefore reduces the error for this phonon by about two percentage points. The table does not give the whole-rate error. For the 50 meV electron in the isotropic model that error is 5.7 percent at 50 K, 3.3 percent at 60 K and 1.1 percent at 77 K. It changes sign between 77 and 150 K, and at 300 K equipartition overestimates the whole rate by about 0.8 percent, because the absorption-only interval then outweighs the loss. At room temperature equipartition is very good for the sum of the two factors, although each factor alone is still off by about 8 to 9 percent. At 4.2 K it fails, and the entry agrees with the low-temperature limit $1-2/11.9=0.83$.

**Other scattering** dilutes the error. The 50 meV electron cannot emit an optical phonon of roughly 60 meV, and the thermal occupation of such a mode at 50 K is about $9\times10^{-7}$. It can, however, emit phonons of lower energy that carry it to another valley (roughly 12, 19 and 47 meV in silicon). With commonly used coupling constants, these processes together are of the same order as the acoustic rate within the valley. Charged impurities and a rough interface can scatter it too. If acoustic phonons supply a fraction $s$ of the true total rate and the other rates are correct, an acoustic error $u$ lowers the total by $su$. With $s=1/2$, for instance, the 5.7 percent found in the isotropic bulk model becomes about 2.9 percent of the total.

All numerical values are calculated from the stated model.
